# Diffusion along a low-angle tilt boundary made of dislocation pipes

## Problem

A symmetric tilt boundary with misorientation \(\theta=0.1\) rad consists of parallel edge dislocations, all with Burgers vector of length \(b=0.25\) nm normal to the boundary plane. Each dislocation core acts as a pipe of radius \(a=0.5\) nm, inside which the diffusivity is \(D_p=1\times10^{-14}\) m²/s. Find the boundary diffusion product \(\delta D_b\) for transport in the boundary plane, parallel to the dislocation lines. Then decide when this number may be used in a slab model of the boundary, and what happens to it when the transport runs across the lines.

Here \(\delta\) is the width of the uniform slab that replaces the boundary and \(D_b\) is the diffusivity inside that slab. The diffusing species is a tracer of the host metal, so at local equilibrium its concentration is the same in a pipe and in the lattice beside it. Lengths are in nm, diffusivities in m²/s.

## A tempting solution

The fast material is as thick as a pipe, so the boundary width is taken as \(\delta=2a=1.0\) nm. The diffusivity in the fast material is \(D_p\), so \(D_b=D_p\). Hence

\[
\delta D_b = 2aD_p = (1.0\times10^{-9}\ \text{m})(1\times10^{-14}\ \text{m}^2/\text{s}) = 1.0\times10^{-23}\ \text{m}^3/\text{s}.
\]

## Where it fails

The units are right, but neither \(\theta\) nor \(b\) appears. The formula would give the same transport at \(\theta\to0\), where the boundary and its dislocations have vanished. The faulty step is \(D_b=D_p\): it fills the whole strip of width \(2a\) with core material, although the strip consists of separate pipes with ordinary lattice between them.

If the pipes are a distance \(d\) apart, a piece of strip of area \(2a\,d\) contains one pipe of area \(\pi a^2\). The filled fraction is

\[
\frac{\pi a^2}{2a\,d}=\frac{\pi a}{2d},
\]

and the tempting answer is too large by the inverse of this fraction. What is missing is the spacing \(d\), which is fixed by \(\theta\) and \(b\).

## Right solution

### The spacing of the pipes

Let \(x\) be normal to the boundary, \(y\) lie in the boundary across the dislocation lines, and \(z\) run along the lines. Take a circuit that goes a length \(L\) up the boundary in one grain and returns in the other. To find its Burgers vector, map each leg back into an unrotated reference crystal. The grains are rotated by \(\pm\theta/2\), so the vector \((0,L)\) becomes

\[
\left(-L\sin\tfrac{\theta}{2},\,L\cos\tfrac{\theta}{2}\right)
\quad\text{and}\quad
\left(L\sin\tfrac{\theta}{2},\,L\cos\tfrac{\theta}{2}\right).
\]

The \(y\) components cancel in the difference. What remains is a closure failure along \(x\), of length \(2L\sin(\theta/2)\). It must be supplied by the \(N\) dislocations enclosed, each contributing \(b\):

\[
Nb=2L\sin\tfrac{\theta}{2}
\quad\Rightarrow\quad
d=\frac{L}{N}=\frac{b}{2\sin(\theta/2)}\approx\frac{b}{\theta}.
\]

The last form uses \(\sin(\theta/2)\approx\theta/2\).

Elasticity gives the same spacing by another road. In an isotropic medium with Poisson ratio \(\nu\), an edge dislocation at the origin has the displacements

\[
u_x=\frac{b}{2\pi}\left[\arctan\frac{y}{x}+\frac{xy}{2(1-\nu)r^2}\right],
\]
\[
u_y=-\frac{b}{8\pi(1-\nu)}\left[(1-2\nu)\ln r^2+\frac{x^2-y^2}{r^2}\right],
\]

with \(r^2=x^2+y^2\). Differentiation gives

\[
\partial_y u_x=\frac{b}{2\pi}\left[\frac{x}{r^2}+\frac{x(x^2-y^2)}{2(1-\nu)r^4}\right],\qquad
\partial_x u_y=-\frac{b}{2\pi}\left[\frac{x}{r^2}-\frac{x(x^2-y^2)}{2(1-\nu)r^4}\right].
\]

In the local rotation \(\omega=\tfrac12(\partial_xu_y-\partial_yu_x)\) the terms with \(\nu\) cancel, leaving \(\omega=-bx/(2\pi r^2)\). Far from the wall, \(|x|\gg d\), the sum over dislocations becomes an integral:

\[
\omega_{\rm wall}\approx-\frac{b}{2\pi d}\int_{-\infty}^{\infty}\frac{x\,dy}{x^2+y^2}
=-\frac{b}{2d}\,\mathrm{sgn}(x).
\]

The rotation therefore jumps by \(b/d\) across the wall, which is \(\theta\) at small angles. Summing the displacement fields of a long finite wall numerically gives a jump of 0.09994 rad for the spacing found here, against the required 0.1 rad.

### From one pipe to the boundary

Impose a uniform concentration gradient of magnitude \(g\) along the lines, \(c=c_0-gz\). This profile is the same in pipes and lattice, so there is no concentration difference to drive atoms sideways. Each region carries its own current, and the currents add. One pipe carries

\[
I=\pi a^2D_p\,g .
\]

There are \(1/d\) pipes per unit length of boundary, measured along \(y\), so the current per unit length is \(\pi a^2D_pg/d\). A uniform slab of width \(\delta\) would carry \(\delta D_b\,g\). Equating the two,

\[
\boxed{\;\delta D_b=\frac{\pi a^2D_p}{d}
=\frac{2\pi a^2D_p}{b}\sin\frac{\theta}{2}
\approx\frac{\pi a^2D_p\,\theta}{b}\;}
\]

The product is proportional to \(\theta\) at small angles and vanishes with the boundary, as it must.

If the lattice, with diffusivity \(D_l\), is already counted as filling all space, the pipes add just the excess \(\pi a^2(D_p-D_l)/d\). This lowers the result by the fraction \(D_l/D_p\).

### Numbers

The spacing is

\[
d=\frac{0.25\ \text{nm}}{2\sin(0.05)}=2.501\ \text{nm},
\]

where \(b/\theta\) would give 2.500 nm. The pipe cross-section is \(\pi(0.5\ \text{nm})^2=0.7854\) nm². Therefore

\[
\delta D_b=\frac{(0.7854\times10^{-18}\ \text{m}^2)(1\times10^{-14}\ \text{m}^2/\text{s})}{2.501\times10^{-9}\ \text{m}}
=3.14\times10^{-24}\ \text{m}^3/\text{s},
\]

or \(3.14\times10^{-18}\) cm³/s. The small-angle form is higher by 0.04 %. The tempting answer was too large by a factor \(10/3.14\approx3.2\).

The pipe model fixes the product and not its factors. With \(\delta=1.0\) nm one would quote \(D_b=3.14\times10^{-15}\) m²/s; with \(\delta=0.5\) nm, \(6.28\times10^{-15}\) m²/s. Both carry the same current under a uniform gradient along the lines.

The pipes must also remain separate, \(d>2a\). Here \(2a/d=0.40\). They would touch at \(2\sin(\theta/2)=b/(2a)\), which is \(\theta=0.251\) rad or 14.4°. The model of independent cores has lost its meaning by then, and its linear growth with \(\theta\) should not be continued to larger angles.

## When the slab model may be used

A uniform gradient causes no exchange between pipes and lattice. In a penetration experiment, atoms run along the pipes and leak out sideways, so the lattice between the pipes matters. A decaying composition wave is a simpler case in which this effect can be calculated.

Let the deviation from the mean concentration be \(f(x)\cos(kz)\,e^{-\lambda t}\), with the slab at \(x=0\) and reflecting planes at \(x=\pm W\). In the lattice the diffusion equation gives

\[
-\lambda f=D_l(f''-k^2f).
\]

The even solution with zero slope at the reflecting planes is \(f=\cos[q(W-|x|)]\). Since \(f''=-q^2f\), the decay rate is \(\lambda=D_l(k^2+q^2)\). The thin slab loses \(\delta D_b k^2f(0)\) by transport along \(z\), and this is supplied from both sides by the lattice, \(2D_lf'(0^+)\). With \(f'(0^+)=q\sin(qW)\) and \(f(0)=\cos(qW)\),

\[
2D_l\,q\tan(qW)=\delta D_b\,k^2 .
\]

For real pipes the supply must converge on separate lines. Near the row, where diffusion is quasi-steady, the concentration varies as

\[
h=\ln\left|2\sinh\frac{\pi(x+iy)}{d}\right| ,
\]

which solves Laplace's equation and has a line sink at every pipe. Far away \(h\to\pi|x|/d\). On a thin pipe's surface \(h\approx\ln(2\pi a/d)\). Extrapolating the far profile to \(x=0\) gives \(h=0\), which differs from the pipe value by \(\ln(d/2\pi a)\). Dividing by the far slope \(\pi/d\) turns this difference into a length,

\[
\ell=\frac{d}{\pi}\ln\frac{d}{2\pi a}.
\]

If the far profile has slope \(S\) and extrapolated value \(f_0\), the pipes are at \(f_0-S\ell\). The balance becomes \(2D_lS=\delta D_bk^2(f_0-S\ell)\). Collecting the terms in \(S\),

\[
S\left(2D_l+\delta D_bk^2\ell\right)=\delta D_bk^2f_0 .
\]

An observer who trusts the slab model infers the apparent product \(2D_lS/(k^2f_0)\), so

\[
\frac{(\delta D_b)_{\rm app}}{\delta D_b}=\frac{1}{1+\delta D_bk^2\ell/(2D_l)} .
\]

Take \(D_l=1\times10^{-19}\) m²/s and \(W=20\) nm. At \(d=2.50\) nm, \(\ell=-0.18\) nm: the pipes are thick enough, relative to their spacing, to collect slightly better than a plane. For a wavelength \(2\pi/k=2000\) nm, \(\delta D_bk^2/(2D_l)=0.155\) nm⁻¹, and the predicted ratio is \(1/(1-0.028)=1.03\). Solving the diffusion problem numerically with the pipes resolved, and reading \(\delta D_b\) from the decay rate, gives 1.03 as well; the square grid, with its staircase outline of the pipe, leaves the third decimal uncertain. At 10 000 nm the numerical ratio is 1.00.

Now make the spacing ten times larger, holding \(a\), \(D_p\), \(D_l\), \(W\) and the 2000 nm wavelength fixed. Then \(\ell=16.5\) nm and \(\delta D_bk^2/(2D_l)=0.0155\) nm⁻¹. The predicted ratio is \(1/(1+0.256)=0.80\), and the resolved calculation also gives 0.80. The product inferred from the slab model now errs by 20 % because atoms must travel far through the lattice to reach a pipe.

Two conditions together support the slab model for such a wave. The lattice diffusion length \(\sqrt{D_lt}\) should be well above \(d\), so that the near field is quasi-steady and neighbouring pipes share their surroundings. The correction \(\delta D_bk^2|\ell|/(2D_l)\) should also be small. The expression for \(\ell\) assumes thin pipes: near \(d=2\pi a\), where it passes through zero, the neglected finite-radius terms set the correction, so a vanishing \(\ell\) does not license arbitrarily short waves. In a one-hour anneal \(\sqrt{D_lt}=19\) nm, or 7.6 spacings, so the first condition is reasonably met. At 63 s \(\sqrt{D_lt}=d\), so in an anneal of about a minute this condition no longer supports the slab model. It does not tell how large the error then is, which also depends on \(a/d\).

## Transport across the lines

Let the gradient now point along \(y\), still in the boundary plane. An atom must cross lattice between one pipe and the next. Since \(D_p\gg D_l\), each pipe is nearly uniform in concentration. Around one pipe in a local gradient \(g'\), measured from the pipe's own value,

\[
c=g'\left(y-\frac{a^2y}{r^2}\right),
\]

which vanishes at \(r=a\). In the row, write the disturbance from each pipe as \(-Ag\,Y/(x^2+Y^2)\), where \(Y\) is measured from that pipe and \(g\) is the applied gradient. On the line \(x=0\) this equals \(-Ag/Y\), whose derivative is \(+Ag/Y^2\). The neighbours at \(Y=\pm nd\) therefore raise the local gradient to

\[
g'=g\left(1+2A\sum_{n=1}^{\infty}\frac{1}{n^2d^2}\right)=g\left(1+\frac{\pi^2A}{3d^2}\right).
\]

Since \(Ag=a^2g'\), we have \(A=a^2+\pi^2a^2A/(3d^2)\), hence

\[
A=\frac{a^2}{1-\pi^2a^2/(3d^2)} .
\]

This keeps the dipole response and drops higher multipoles, which is adequate for well separated pipes but underestimates the transport as they approach contact.

To obtain the extra current, integrate the total disturbance over \(x\) at fixed \(y\). Because \(\int Y\,dx/(x^2+Y^2)=\pi\,\mathrm{sgn}(Y)\), the integral drops by \(2\pi Ag\) on passing each pipe. It is periodic in \(y\), and between pipes its slope is constant because the current is conserved. It must therefore rise with slope \(2\pi Ag/d\). Multiplying by \(D_l/g\) gives what the pipes add to a lattice that fills all space. A slab of width \(\delta\) and transverse diffusivity \(D_{b\perp}\) would add \(\delta(D_{b\perp}-D_l)\), so the transverse excess is

\[
\delta(D_{b\perp}-D_l)=\frac{2\pi a^2D_l}{d}\,\frac{1}{1-\pi^2a^2/(3d^2)} .
\]

It contains \(D_l\) and not \(D_p\): the lattice gaps limit the transport. For the example, the excess divided by \(D_l\) is 0.723 nm, and a numerical solution with resolved pipes gives 0.726 nm, the same within the error of the square grid. The excess is therefore \(7.2\times10^{-29}\) m³/s, a fraction \(2.3\times10^{-5}\) of the parallel value. A single \(\delta D_b\) cannot describe both directions in this boundary.

## The numbers beside a real metal

The chosen \(D_l\) and \(D_p\) are rough values of the order expected for copper at about 750 K, somewhat above half its melting temperature. In nickel, which melts higher, both would be much smaller at this temperature. Their ratio makes the lattice correction to the parallel result \(1\times10^{-5}\), which is negligible. The pipe parameters are far less certain. The current depends on \(a\) and \(D_p\) through \(a^2D_p\), so at fixed \(D_p\) and \(d\) a radius 10 % larger raises \(\delta D_b\) by 21 %. With a pipe activation energy of 1.5 eV, assumed here for illustration, an error of +10 K at 750 K raises \(D_p\), and with it \(\delta D_b\), by 36 %. Three digits in \(3.14\times10^{-24}\) m³/s therefore express the arithmetic of the stated inputs, not the accuracy with which a real boundary is known.

In an alloy the assumption of equal concentrations may also fail. If a dilute solute is enriched in the cores by a constant factor \(s\), its gradient there is \(sg\), and the pipe current and the effective product are both multiplied by \(s\). A tenfold enrichment would move the result tenfold, far more than the small-angle or lattice corrections. Jogs, the splitting of cores into partial dislocations that occurs in copper, changes of core structure along the line and interactions between cores are left out of the model, and their effect is not estimated here.

## Calculated quantities

```
tilt angle: 0.100 rad = 5.73 degrees
pipe radius: 0.50 nm
Burgers vector: 0.25 nm
pipe diffusivity: 1.0e-14 m^2/s
lattice diffusivity (rough): 1.0e-19 m^2/s
pipe spacing, full formula: 2.50104 nm
pipe spacing, b/theta: 2.50000 nm
pipe spacing from closure failure: 2.50104 nm
tilt from summed elastic fields: 0.09994 rad
pipe cross-section: 0.78540 nm^2
pipes per length of boundary: 0.39983 per nm
delta*D_b, full formula: 3.14028e-24 m^3/s
delta*D_b, small angle: 3.14159e-24 m^3/s
delta*D_b, full formula: 3.140e-18 cm^3/s
small-angle relative error: 4.17e-04
D_b if delta = 1.0 nm: 3.140e-15 m^2/s
D_b if delta = 0.5 nm: 6.281e-15 m^2/s
Extracted delta*D_b divided by pipe formula (half width 20 nm):
  spacing 2.50 nm, wave 10000 nm: 1.0016
  spacing 2.50 nm, wave 2000 nm: 1.0312
  spacing 25.01 nm, wave 2000 nm: 0.7984
transverse excess / D_l, resolved: 0.7256 nm
transverse excess / D_l, dipole formula: 0.7231 nm
transverse excess: 7.231e-29 m^3/s
transverse / parallel: 2.30e-05
lattice background D_l/D_p: 1.0e-05
pipe diameter / spacing: 0.400
angle at which pipes touch: 0.2507 rad = 14.36 degrees
anneal time: 3600 s
lattice diffusion length sqrt(D_l t): 18.97 nm
lattice diffusion length / spacing: 7.59
time for sqrt(D_l t) = spacing: 62.6 s
factor in delta*D_b for radius +10 percent: 1.210
temperature (rough): 750 K
pipe activation energy (rough): 1.50 eV
factor in D_p for +10 K: 1.357
```
